Plane-wave photoelectrons and the three dipole forms for hydrogen 1s

**Comment on the argument**

The manuscript computes the photoionization cross section of a hydrogen-like 1s electron with a plane wave for the photoelectron. Its argument has three parts. Length and velocity forms are related by a gauge transformation, so either may be used, and the length form is chosen for convenience. A fast electron hardly feels the nucleus, so any remaining error must vanish at high energy. Finally, the plane wave is orthogonalized to the 1s state, which is said to remove what inconsistency is left.

Each part needs examination. The first question is what the equality of the forms requires of the final state.

**What the equality requires**

I use atomic units, a fixed nucleus of charge Z, the nonrelativistic Hamiltonian H = p²/2 + V with V = −Z/r, and the dipole approximation. For initial state i, final state f and photon energy ω, the three amplitudes are

M_V = ⟨f|p|i⟩
M_L = iω⟨f|r|i⟩
M_A = (i/ω)⟨f|∇V|i⟩.

Length and velocity correspond to two gauges. Acceleration is a further operator identity, not a third gauge.

Since [H, r] = −ip, we have p = i(Hr − rH). If f and i are both eigenstates of H, with E_f − E_i = ω, then

⟨f|p|i⟩ = i(E_f − E_i)⟨f|r|i⟩ = M_L.

Likewise pH − Hp = −i∇V. Its matrix element is −ω⟨f|p|i⟩ = −i⟨f|∇V|i⟩, so M_V = M_A. Both proofs let H act to the left on the final state, and a plane wave is not an eigenstate of H.

**What the plane wave does instead**

Let ⟨r|k⟩ = exp(ik·r). The initial energy is −Z²/2 and the photoelectron energy is k²/2, so ω = (k² + Z²)/2. Acting to the left,

⟨k|H = ⟨k|(k²/2 + V).

The extra V survives in both identities:

M_V = i⟨k|(Hr − rH)|i⟩ = M_L + i⟨k|V r|i⟩

−ωM_V − ⟨k|V p|i⟩ = −i⟨k|∇V|i⟩, so M_V = M_A − (1/ω)⟨k|V p|i⟩.

The first leftover term needs no integration. With ψ = N exp(−Zr), N = Z^(3/2)/√π, and r̂ the radial unit vector,

pψ = −i∇ψ = iZ r̂ψ
iV rψ = −iZ r̂ψ = −pψ.

Hence M_V = M_L − M_V, or

M_L = 2M_V, σ_L = 4σ_V.

This holds at every k. The neglected term is as large as the velocity amplitude itself, so raising the energy does not remove the disagreement.

The cause can be made adjustable. Let the final state be a regular eigenstate of p²/2 − Z_f/r with energy k²/2. Then ⟨f|H = ⟨f|[k²/2 + (Z_f − Z)/r], and

M_V = M_L + i(Z_f − Z)⟨f|r̂|i⟩.

Because M_V = iZ⟨f|r̂|i⟩, the last term is (Z_f/Z − 1)M_V, and

M_L/M_V = 2 − Z_f/Z.

The ratio is 1 in the correct field and 2 in no field. For a 1s initial state and a Coulomb final field, the gauge discrepancy therefore measures the mismatch between the two charges directly. This simple relation rests on pψ = iZ r̂ψ and is special to 1s.

**Cross sections with the plane wave**

For a vector potential A₀ε cos ωt, the absorbing part of the coupling is (αA₀/2)ε·p, with α = 1/c. The golden-rule rate is 2π(αA₀/2)²|ε·M|² times the density of states. The photon flux is ωA₀²α/(8π). Dividing, and using the density k dΩ/(2π)³ per unit energy,

σ = (4π²α/ω) ∫ dΩ k/(2π)³ |ε·M|².

All three plane-wave amplitudes point along k. The angular distribution is therefore cos² of the angle to ε in every form and cannot reveal the error. The angular integral of that cos² is 4π/3, which gives

σ = (2αk/3ω)|M|².

For the velocity form, p acting to the left gives M_V = kφ(k), where

φ(k) = (4πN/k) ∫₀^∞ r sin(kr) exp(−Zr) dr = 8πZN/(k² + Z²)².

Since k² + Z² = 2ω and N² = Z³/π,

σ_V = (2αk³/3ω) · 64πZ⁵/(2ω)⁴ = 8παZ⁵k³/(3ω⁵).

For the acceleration form, ∇V = Z r̂/r², and the integral of exp(−ik·r) r̂ over the directions of r is −4πi k̂ j₁(kr). Thus

|M_A| = (4πZN/ω) ∫₀^∞ j₁(kr) exp(−Zr) dr.

Put x = kr, η = Z/k, and use j₁(x) = −d(sin x/x)/dx. Integration by parts gives

∫₀^∞ j₁(kr) exp(−Zr) dr = (1/k)[1 − η ∫₀^∞ (sin x/x) exp(−ηx) dx].

The remaining integral has η-derivative −1/(1 + η²) and vanishes as η → ∞, so it equals θ = arccot η = arctan(k/Z). Division by |M_V| = 2πZNk/ω² yields

M_A/M_V = (2ω/k²)(1 − ηθ) = (1 + η²)(1 − ηθ).

Near threshold θ = 1/η − 1/(3η³) + …, so this ratio tends to 1/3 and σ_A/σ_V to 1/9. At high energy θ = π/2 − η + …, so

σ_A/σ_V = 1 − πη + O(η²).

Velocity and acceleration converge to each other, while length stays apart. To see which are right, the true final state is needed.

**The Coulomb final state**

All three operators take 1s to a p wave. Its radial function u obeys u″ + (k² + 2Z/r − 2/r²)u = 0. Writing u = C(kr)² exp(−ikr) F(r) gives

rF″ + (4 − 2ikr)F′ + (2Z − 4ik)F = 0.

In the variable 2ikr this is Kummer's equation, with regular solution F = ₁F₁(a; 4; 2ikr), a = 2 + iη. Its standard large-r form makes (kr)² exp(−ikr)F oscillate with amplitude 3 exp(−πη/2)/|Γ(2 + iη)|. Unit amplitude, which keeps the density of states equal to that of the free wave, therefore requires

C = exp(πη/2)|Γ(2 + iη)|/3.

The velocity amplitude is proportional to ∫ u r exp(−Zr) dr, because ∇ψ = −Z r̂ψ. With s = Z + ik, integrating the series for ₁F₁ term by term gives

∫₀^∞ r³ exp(−sr) ₁F₁(a; 4; 2ikr) dr = (6/s⁴)(1 − 2ik/s)^(−a).

The series converges for small k, and analytic continuation extends the result. Now s = |s|exp(iθ) and 1 − 2ik/s = exp(−2iθ), so the right side is

(6/|s|⁴) exp(−4iθ) exp[2iθ(2 + iη)] = 6 exp(−2ηθ)/(k² + Z²)².

The free p wave follows by removing the final-state charge: the exponential becomes 1 and C becomes 1/3. Using |Γ(2 + iη)|² = (1 + η²)πη/sinh(πη), the squared ratio of the two amplitudes is

σ/σ_V = (1 + η²) · 2πη exp(−4ηθ)/[1 − exp(−2πη)].

Here σ is the exact cross section of this model, the same in all three forms by the identities above. Retardation, relativity and nuclear recoil are left out.

For small η, the factor 2πη/[1 − exp(−2πη)] is 1 + πη + O(η²), and exp(−4ηθ) is 1 − 2πη + O(η²). Therefore

σ/σ_V = 1 − πη + O(η²).

The plane-wave velocity result has the correct high-energy limit, with a relative error of first order in Z/k. The acceleration result also reproduces the first-order term. The length result tends to four times the true value. A fast electron can thus be nearly free and still give a wrong length amplitude.

**Numbers for hydrogen**

Take Z = 1 and k = 3, so ω = (9 + 1)/2 = 5 hartree, or 136 eV. With α = 0.0072974 and one squared bohr equal to 28.003 Mb,

σ_V = 8π(0.0072974)(27)/(3 × 5⁵) × 28.003 Mb = 0.01479 Mb
σ_L = 4σ_V = 0.0592 Mb.

With η = 1/3 and θ = 1.2490,

M_A/M_V = (10/9)(1 − 1.2490/3) = 0.6485
σ_A = 0.6485² σ_V = 0.00622 Mb.

The Coulomb factor is

σ/σ_V = (10/9)(2π/3) exp(−4 × 1.2490/3)/[1 − exp(−2π/3)] = 0.502,

so σ = 0.00742 Mb. Length is too large by a factor 8.0 and velocity by 2.0, while acceleration is 16% too small.

The same formulas give these plane-wave results divided by σ:

k = 0.5: length 2.60, velocity 0.65, acceleration 0.09
k = 1: length 7.35, velocity 1.84, acceleration 0.34
k = 3: length 7.97, velocity 1.99, acceleration 0.84
k = 10: length 5.30, velocity 1.32, acceleration 0.98

At k = 10 the electron already moves at 0.073 of the speed of light, and velocity is still 32% too high. The limit of large k belongs to the nonrelativistic dipole model and is physically useful only while k remains well below 1/α. The cos² angular law fails sooner than the total cross section. Keeping the photon momentum in the plane-wave velocity amplitude at k = 10 changes the total by about 0.5%, but makes emission at 45° to the photon direction about 1.5 times that at 135°.

Toward threshold the plane-wave cross sections vanish as k³. The true one does not: there ηθ → 1 and σ/σ_V → 2πη³ exp(−4), and with ω → Z²/2,

σ → 512π²α exp(−4)/(3Z²),

which is 6.30 Mb for hydrogen with a fixed nucleus (6.31 Mb with the finite proton mass). The length and velocity curves must therefore cross the true one. Numerical root finding puts crossings at k = 0.332 for length and k = 0.626 for velocity. Agreement with accurate data near such a point would not support the plane wave.

**Orthogonalization and other initial states**

Orthogonalization replaces ⟨k| by ⟨k| − ⟨k|i⟩⟨i|. The amplitude of an operator O then changes by −⟨k|i⟩⟨i|O|i⟩. For r, p and ∇V, all odd under inversion, ⟨i|O|i⟩ = 0 in the 1s state. None of the three amplitudes changes, and the factor 4 remains.

The factor should not be carried over unchanged to other states. For 2s, let b = Z/2, so that ψ ∝ (1 − br)exp(−br) and ω = (k² + b²)/2. The transform of exp(−br) is G = 8πb/(k² + b²)², and that of r exp(−br) is −∂G/∂b. Hence

φ ∝ G + b ∂G/∂b = 16πb(k² − b²)/(k² + b²)³.

Since r becomes i∇_k acting on φ, M_L = −ω∇_kφ, and

M_L/M_V = −ωφ′/(kφ) = 3 − (k² + b²)/(k² − b²) = 2(k² − 2b²)/(k² − b²).

For Z = 1 this is 1.333 at k = 1 and 1.995 at k = 10. It diverges at k = b, where the velocity amplitude vanishes. It equals 1 at k² = 3b², where length and velocity agree although the final state is still a plane wave, so agreement of the forms at one energy does not certify the final state. For 2s, then, the factor 4 in the cross section is a high-energy limit, met at finite energy only at k² = 3b²/2, where the ratio is −2; for 1s it holds at all energies.

**Recommendation**

The length-form cross sections should be withdrawn and recomputed with the Coulomb p wave, for which the choice of form no longer matters. If a plane-wave estimate is kept for 1s, it should use the velocity or acceleration form, be restricted to k ≫ Z, and state the error relative to the Coulomb result. The two forms are not equally good: the velocity error falls below 10% only near k = 32Z, where the electron from hydrogen already moves at 0.23 of the speed of light, while the acceleration error does so near k = 4Z.
